# Sharvin Conductance per Area from the Projected Fermi Sphere: a numerical check

```python
"""Sharvin conductance per area of a spherical Fermi surface.

Result under test (atomic units, e = hbar = 1):
    G/A = (1/pi) * k_F^2/(4 pi) = k_F^2/(4 pi^2)
G: two-terminal conductance, A: contact area, k_F: Fermi wavevector.
The factor 1/pi is the spin-degenerate conductance quantum 2e^2/h, and
k_F^2/(4 pi) is the projected Fermi disc divided by (2 pi)^2.
All arriving states are transmitted; the contact normal is z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi


# ---- Velocity-weighted integral over occupied-state edge, Fermi energy 1 ----
def flux_conductance(energy, thermal=0.03, box=1.5, n_side=90, n_z=160):
    """2 * integral over v_z>0 of d^3k/(2 pi)^3 v_z (-df/dE).

    The dispersions used are even in each component and rise with |k_z|,
    so v_z>0 is the half space k_z>0; one quadrant in (kx, ky) suffices.
    """
    step = box / n_side
    side = (np.arange(n_side) + 0.5) * step
    nodes, weights = np.polynomial.legendre.leggauss(n_z)
    kz_values = 0.5 * box * (nodes + 1)
    kz_weights = 0.5 * box * weights
    kx, ky = np.meshgrid(side, side, indexing="ij")
    delta = 1e-5
    total = 0.0
    for kz, weight in zip(kz_values, kz_weights):
        velocity = (energy(kx, ky, kz + delta)
                    - energy(kx, ky, kz - delta)) / (2 * delta)
        reduced = (energy(kx, ky, kz) - 1) / (2 * thermal)
        edge = 1 / (4 * thermal * np.cosh(reduced) ** 2)
        total += weight * np.sum(velocity * edge)
    return 2 * 4 * step ** 2 * total / (2 * pi) ** 3


def parabolic(kx, ky, kz):
    return kx ** 2 + ky ** 2 + kz ** 2


def nonparabolic(kx, ky, kz):
    # Solves E(1+E) = 2 k^2, which also has k_F = 1 at E = 1.
    return (-1 + np.sqrt(1 + 8 * (kx ** 2 + ky ** 2 + kz ** 2))) / 2


def ellipsoidal(kx, ky, kz):
    return (kx / 1.2) ** 2 + (ky / 0.9) ** 2 + (kz / 0.8) ** 2


sphere_formula = 1 / (4 * pi ** 2)
ellipsoid_formula = 2 * (pi * 1.2 * 0.9) / (2 * pi) ** 3
ratio_parabolic = flux_conductance(parabolic) / sphere_formula
ratio_nonparabolic = flux_conductance(nonparabolic) / sphere_formula
ratio_ellipsoid = flux_conductance(ellipsoidal) / ellipsoid_formula
# The smooth Fermi edge leaves a 0.15 percent shift in the nonparabolic case.
assert abs(ratio_parabolic - 1) < 1e-3
assert abs(ratio_nonparabolic - 1) < 3e-3
assert abs(ratio_ellipsoid - 1) < 1e-3

# ---- Explicit counts of allowed wavevectors in periodic boxes ----
radius_3d = 40.3                       # k_F L/(2 pi)
grid = np.arange(-41, 42)
squares = grid ** 2
sum_squares = (squares[:, None, None] + squares[None, :, None]
               + squares[None, None, :])
count_3d = 2 * np.count_nonzero(sum_squares <= radius_3d ** 2)
density_ratio = count_3d / ((2 * pi * radius_3d) ** 3 / (3 * pi ** 2))
assert abs(density_ratio - 1) < 5e-3

radius_2d = 300.3
grid = np.arange(-301, 302)
count_2d = np.count_nonzero(
    grid[:, None] ** 2 + grid[None, :] ** 2 <= radius_2d ** 2)
mode_ratio = count_2d / ((2 * pi * radius_2d) ** 2 / (4 * pi))
assert abs(mode_ratio - 1) < 2e-3


# ---- Hard-wall square channel: explicit count against smooth law ----
def hard_wall_count(kf_times_side):
    radius = kf_times_side / pi
    nx = np.arange(1, int(radius) + 1)
    return int(np.sum(np.floor(np.sqrt(radius ** 2 - nx ** 2))))


def hard_wall_smooth(kf_times_side):
    return kf_times_side ** 2 / (4 * pi) - kf_times_side / pi + 0.25


sizes = pi * np.linspace(400, 420, 41)
residuals = [hard_wall_count(s) - hard_wall_smooth(s) for s in sizes]
# Counts fluctuate; their mean must be small beside the boundary term.
assert abs(np.mean(residuals)) < 0.02 * np.mean(sizes / pi)

# ---- Unitary scattering between 4 semiconductor and 9 metal modes ----
rng = np.random.default_rng(7)
transmissions = []
for _ in range(200):
    matrix = rng.normal(size=(13, 13)) + 1j * rng.normal(size=(13, 13))
    scattering, _ = np.linalg.qr(matrix)
    forward = np.sum(abs(scattering[4:, :4]) ** 2)
    backward = np.sum(abs(scattering[:4, 4:]) ** 2)
    assert abs(forward - backward) < 1e-10
    transmissions.append(backward)
assert max(transmissions) <= 4 + 1e-10

# ---- Worked example: one spherical valley with chosen round parameters ----
angstrom = const.angstrom
density = 1e-4                         # per cubic angstrom
mass_ratio = 0.3
thermal_energy = 0.025                 # eV
side_length = 200.0                    # angstrom
quantum = const.physical_constants["conductance quantum"][0]
kinetic_unit = const.hbar ** 2 / (2 * const.m_e * const.e * angstrom ** 2)


def contact_limit(n):
    """Return k_F, modes per area, G/A and its inverse, lengths in angstrom."""
    kf = (3 * pi ** 2 * n) ** (1 / 3)
    modes = kf ** 2 / (4 * pi)
    conductance = quantum * modes
    return kf, modes, conductance, 1 / conductance


k_fermi, modes_area, g_area, resistivity = contact_limit(density)
fermi_energy = kinetic_unit * k_fermi ** 2 / mass_ratio
cm2_per_angstrom2 = (angstrom / const.centi) ** 2
resistivity_cm2 = resistivity * cm2_per_angstrom2

# Kinetic check in SI: e^2 * density of states * Fermi speed / 4.
mass_si = mass_ratio * const.m_e
energy_si = fermi_energy * const.e


def density_si(energy):
    return (2 * mass_si * energy) ** 1.5 / (3 * pi ** 2 * const.hbar ** 3)


shift = 1e-4 * energy_si
states_si = (density_si(energy_si + shift)
             - density_si(energy_si - shift)) / (2 * shift)
speed_si = np.sqrt(2 * energy_si / mass_si)
g_kinetic = const.e ** 2 * states_si * speed_si / 4 * angstrom ** 2
assert abs(g_kinetic / g_area - 1) < 1e-6

# Atomic-unit formula converted with e^2/hbar and the Bohr radius.
bohr = const.physical_constants["Bohr radius"][0] / angstrom
g_atomic = (k_fermi * bohr) ** 2 / (4 * pi ** 2)
g_from_atomic = g_atomic * const.e ** 2 / const.hbar / bohr ** 2
assert abs(g_from_atomic / g_area - 1) < 1e-8

# ---- Thermal change at fixed density, parabolic band ----
top = fermi_energy + 45 * thermal_energy


def density_error(mu):
    # Substitution E = x^2 removes the square-root endpoint.
    integral = quad(lambda x: 2 * x ** 2
                    * expit((mu - x ** 2) / thermal_energy),
                    0, np.sqrt(top), epsabs=1e-12, limit=200)[0]
    return integral - 2 * fermi_energy ** 1.5 / 3


chemical = brentq(density_error, 0.5 * fermi_energy, 1.2 * fermi_energy)


def thermal_integrand(energy):
    occupation = expit((chemical - energy) / thermal_energy)
    return energy * occupation * (1 - occupation) / thermal_energy


mean_energy = quad(thermal_integrand, 0, top, points=[chemical],
                   epsabs=1e-12, limit=200)[0]
closed_energy = thermal_energy * np.log1p(np.exp(chemical / thermal_energy))
thermal_ratio = mean_energy / fermi_energy
small_ratio = thermal_energy / fermi_energy
thermal_estimate = 1 - pi ** 2 / 12 * small_ratio ** 2
assert abs(mean_energy / closed_energy - 1) < 1e-7
# The next term of the low-temperature series is about 1e-4 here.
assert abs(thermal_ratio - thermal_estimate) < 3e-4

# ---- Finite contact ----
ideal_modes = modes_area * side_length ** 2
wall_modes = hard_wall_count(k_fermi * side_length)
smooth_modes = hard_wall_smooth(k_fermi * side_length)

print("TESTS (ratios are computed value / formula)")
print(f"flux integral, parabolic sphere: {ratio_parabolic:.5f}")
print(f"flux integral, nonparabolic sphere: {ratio_nonparabolic:.5f}")
print(f"flux integral, ellipsoid: {ratio_ellipsoid:.5f}")
print(f"state count in periodic box: {density_ratio:.5f}")
print(f"transverse mode count, periodic: {mode_ratio:.5f}")
print(f"mean hard-wall count residual: {np.mean(residuals):.3f} modes")
print(f"mean boundary term in that test: {np.mean(sizes / pi):.1f} modes")
print(f"largest total transmission, 4 to 9 modes: {max(transmissions):.3f}")
print(f"kinetic SI route: {g_kinetic / g_area:.8f}")
print("WORKED EXAMPLE")
print(f"electron density: {density:.1e} angstrom^-3")
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"conductance quantum 2e^2/h: {quantum:.6e} S")
print(f"Fermi wavevector: {k_fermi:.5f} angstrom^-1")
print(f"Fermi energy: {fermi_energy:.4f} eV")
print(f"projected Fermi disc: {pi * k_fermi ** 2:.5f} angstrom^-2")
print(f"modes per area: {modes_area:.4e} angstrom^-2")
print(f"area per mode: {1 / modes_area:.1f} angstrom^2")
print(f"Sharvin conductance per area: {g_area:.4e} S/angstrom^2")
print(f"  converted: {g_area / cm2_per_angstrom2:.4e} S/cm^2")
print(f"specific contact resistance: {resistivity:.4e} ohm angstrom^2")
print(f"  converted: {resistivity_cm2:.4e} ohm cm^2")
print("DENSITY TREND")
for n in (1e-5, 1e-3):
    print(f"resistance at {n:.0e} angstrom^-3: "
          f"{contact_limit(n)[3]:.4e} ohm angstrom^2")
print("FINITE SQUARE CONTACT")
print(f"side: {side_length:.0f} angstrom")
print(f"k_F times side: {k_fermi * side_length:.2f}")
print(f"modes from area law: {ideal_modes:.2f}")
print(f"modes from smooth hard-wall law: {smooth_modes:.2f}")
print(f"modes counted with hard walls: {wall_modes}")
print(f"counted / area law: {wall_modes / ideal_modes:.4f}")
print("FINITE TEMPERATURE AT FIXED DENSITY")
print(f"thermal energy: {thermal_energy:.3f} eV")
print(f"chemical potential: {chemical:.5f} eV")
print(f"thermal energy / Fermi energy: {small_ratio:.4f}")
print(f"conductance / zero-temperature value: {thermal_ratio:.5f}")
print(f"low-temperature estimate of that ratio: {thermal_estimate:.5f}")
print("finished without a failed check")
```

It prints:

```
TESTS (ratios are computed value / formula)
flux integral, parabolic sphere: 1.00000
flux integral, nonparabolic sphere: 1.00148
flux integral, ellipsoid: 1.00000
state count in periodic box: 0.99933
transverse mode count, periodic: 1.00007
mean hard-wall count residual: -4.365 modes
mean boundary term in that test: 410.0 modes
largest total transmission, 4 to 9 modes: 3.393
kinetic SI route: 1.00000000
WORKED EXAMPLE
electron density: 1.0e-04 angstrom^-3
effective mass: 0.30 electron masses
conductance quantum 2e^2/h: 7.748092e-05 S
Fermi wavevector: 0.14360 angstrom^-1
Fermi energy: 0.2619 eV
projected Fermi disc: 0.06478 angstrom^-2
modes per area: 1.6409e-03 angstrom^-2
area per mode: 609.4 angstrom^2
Sharvin conductance per area: 1.2714e-07 S/angstrom^2
  converted: 1.2714e+09 S/cm^2
specific contact resistance: 7.8656e+06 ohm angstrom^2
  converted: 7.8656e-10 ohm cm^2
DENSITY TREND
resistance at 1e-05 angstrom^-3: 3.6509e+07 ohm angstrom^2
resistance at 1e-03 angstrom^-3: 1.6946e+06 ohm angstrom^2
FINITE SQUARE CONTACT
side: 200 angstrom
k_F times side: 28.72
modes from area law: 65.63
modes from smooth hard-wall law: 56.74
modes counted with hard walls: 56
counted / area law: 0.8532
FINITE TEMPERATURE AT FIXED DENSITY
thermal energy: 0.025 eV
chemical potential: 0.25988 eV
thermal energy / Fermi energy: 0.0955
conductance / zero-temperature value: 0.99240
low-temperature estimate of that ratio: 0.99250
finished without a failed check
```
